# BenDaniel–Duke Matching and Current Conservation in a Finite Quantum Well: a program that tests the result

```python
"""BenDaniel-Duke (BDD) matching in a finite quantum well.

Result under test: for H = -(hbar^2/2) d/dz (1/m) d/dz + V, the quantities
psi and (1/m) dpsi/dz are continuous where m and V jump, and the current
j = hbar Im(psi* dpsi/dz)/m is therefore continuous at the walls.
Well: width L, mass MW, V = 0 inside; mass MB, V = V0 outside.
k: wavenumber inside; kappa: decay constant outside for E < V0;
q: wavenumber outside for E > V0.
Working units: nm, eV, ps, masses in free-electron masses.
'Naive' rule: psi and dpsi/dz continuous, without the mass factor.
'Half' ordering: kinetic operator m^(-1/2) p^2 m^(-1/2) / 2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18   # hbar^2/(2 m0), eV nm^2
HBAR = sc.hbar / sc.e * 1e12                  # eV ps
HBAR_M0 = sc.hbar / sc.m_e * 1e6              # hbar/m0, nm^2/ps
L, V0, MW, MB = 12.0, 0.30, 0.06, 0.12
E_SCATT = 0.50

print(f"well width L = {L:.1f} nm, depth V0 = {V0:.2f} eV")
print(f"masses: well {MW:.2f} m0, barrier {MB:.2f} m0")
print(f"hbar^2/(2 m0) = {C:.6f} eV nm^2")


# ---------- graded interface, expanded second-order equation ----------
def graded_layer(width, left, right, energy, psi, slope):
    """Carry psi and dpsi/dz through a smooth layer from left to right.

    left and right are (mass, potential) pairs."""
    (m1, v1), (m2, v2) = left, right

    def rhs(z, y):
        t = z / width
        s = t * t * (3 - 2 * t)
        m = m1 + (m2 - m1) * s
        dm = (m2 - m1) * 6 * t * (1 - t) / width
        v = v1 + (v2 - v1) * s
        return [y[1], dm / m * y[1] + m * (v - energy) / C * y[0]]

    sol = solve_ivp(rhs, (0, width), np.array([psi, slope], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


WELL, BARRIER = (MW, 0.0), (MB, V0)
k_s = np.sqrt(MW * E_SCATT / C)
q_s = np.sqrt(MB * (E_SCATT - V0) / C)
print(f"scattering energy {E_SCATT:.2f} eV: k = {k_s:.5f}, q = {q_s:.5f} 1/nm")
print("graded layer, well to barrier, start psi = 1, psi' = i k:")
changes = []
for width in (1.0, 0.1, 0.01):
    psi, slope = graded_layer(width, WELL, BARRIER, E_SCATT, 1.0, 1j * k_s)
    d_psi = abs(psi - 1)
    d_u = abs(slope / MB - 1j * k_s / MW) / (k_s / MW)
    ratio = abs(slope) / k_s
    j_ratio = (np.conj(psi) * slope).imag / MB / (k_s / MW)
    assert abs(j_ratio - 1) < 1e-8
    changes.append((d_psi, d_u, ratio))
    print(f"  w = {width:.2f} nm: rel. change psi {d_psi:.5f}, "
          f"psi'/m {d_u:.5f}; slope ratio {ratio:.5f}")
for i in (0, 1):
    assert 9 < changes[1][i] / changes[2][i] < 11   # first order in width
assert abs(changes[2][2] - MB / MW) < 0.02


# ---------- bound states: matching equations against diagonalization ----
def bound_energy(n, slope_w, slope_b):
    """State n = 0, 1, 2...; slope_w psi' inside = slope_b psi' outside."""
    x_max = L / 2 * np.sqrt(MW * V0 / C)

    def mismatch(x):
        k = 2 * x / L
        kappa = np.sqrt(max(MB * (V0 - C * k * k / MW), 0.0) / C)
        if n % 2 == 0:
            return slope_w * k * np.sin(x) - slope_b * kappa * np.cos(x)
        return slope_w * k * np.cos(x) + slope_b * kappa * np.sin(x)

    x = brentq(mismatch, n * np.pi / 2, min((n + 1) * np.pi / 2, x_max),
               xtol=1e-14)
    return C * (2 * x / L)**2 / MW


h, half_points = 0.01, 4000
mid = (np.arange(-half_points, half_points) + 0.5) * h
inside = np.abs(mid) < L / 2
m_mid, v_mid = np.where(inside, MW, MB), np.where(inside, 0.0, V0)


def node_mean(values):
    return (values[:-1] + values[1:]) / 2


def lowest(diagonal, off):
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 3))


fd_bdd = lowest(2 * C / h**2 * node_mean(1 / m_mid) + node_mean(v_mid),
                -C / h**2 / m_mid[1:-1])
m_node = node_mean(m_mid)
fd_half = lowest((2 * C / h**2 + node_mean(m_mid * v_mid)) / m_node,
                 -C / h**2 / np.sqrt(m_node[:-1] * m_node[1:]))
n_bound = 1 + int(np.floor(L * np.sqrt(MW * V0 / C) / np.pi))
assert n_bound == 3 and fd_bdd[2] < V0 < fd_bdd[3]
assert fd_half[2] < V0 < fd_half[3]
e_bdd = [bound_energy(n, 1 / MW, 1 / MB) for n in range(n_bound)]
e_naive = [bound_energy(n, 1.0, 1.0) for n in range(n_bound)]
# second-order finite differences: relative error of order (k h)^2
assert np.allclose(e_bdd, fd_bdd[:3], rtol=5e-5, atol=0)
assert np.allclose(e_naive, fd_half[:3], rtol=5e-5, atol=0)
print(f"number of bound states = {n_bound}")
print("energies in meV: BDD matching, BDD grid, naive matching, half grid")
for n in range(n_bound):
    print(f"  state {n + 1}: {1e3 * e_bdd[n]:.3f}, {1e3 * fd_bdd[n]:.3f}, "
          f"{1e3 * e_naive[n]:.3f}, {1e3 * fd_half[n]:.3f}")


# ---------- scattering over the well ----------
def scatter(value_w, value_b, slope_w, slope_b):
    """R, inside current, T; currents relative to the incident current."""
    p = np.exp(1j * k_s * L)
    a = np.array([
        [value_b, -value_w, -value_w, 0],
        [-slope_b * q_s, -slope_w * k_s, slope_w * k_s, 0],
        [0, value_w * p, value_w / p, -value_b],
        [0, slope_w * k_s * p, -slope_w * k_s / p, -slope_b * q_s]])
    r, fwd, back, t = np.linalg.solve(
        a, np.array([-value_b, -slope_b * q_s, 0, 0], dtype=complex))
    j_in = (k_s / MW) * (abs(fwd)**2 - abs(back)**2) / (q_s / MB)
    return abs(r)**2, j_in, abs(t)**2


def step_sum(slope_w, slope_b):
    """R + T in currents for one step, incident from the well side."""
    r, t = np.linalg.solve([[1, -1], [-slope_w * k_s, -slope_b * q_s]],
                           [-1, -slope_w * k_s])
    return r**2 + (q_s / MB) / (k_s / MW) * t**2


bdd = scatter(1, 1, 1 / MW, 1 / MB)
naive = scatter(1, 1, 1, 1)
half = scatter(MW**-0.5, MB**-0.5, MW**-0.5, MB**-0.5)
for refl, j_in, trans in (bdd, half):
    assert abs(refl + trans - 1) < 1e-12 and abs(j_in - trans) < 1e-12
assert abs(naive[0] + naive[2] - 1) < 1e-12
assert abs(naive[1] / naive[2] - MB / MW) < 1e-10
assert abs(half[2] - naive[2]) < 1e-12 and abs(half[2] - bdd[2]) > 0.1
eta = (k_s / MW) / (q_s / MB)
t_formula = 1 / (1 + (eta - 1 / eta)**2 * np.sin(k_s * L)**2 / 4)
assert abs(t_formula - bdd[2]) < 1e-12


def graded_transmission(width):
    """Integrate from the exit side (mirrored axis) back to the entry."""
    y = (1.0, -1j * q_s)
    y = graded_layer(width, BARRIER, WELL, E_SCATT, *y)
    y = graded_layer(L - width, WELL, WELL, E_SCATT, *y)
    y = graded_layer(width, WELL, BARRIER, E_SCATT, *y)
    return 1 / abs((y[0] + 1j * y[1] / q_s) / 2)**2


t_wide, t_thin = graded_transmission(1.0), graded_transmission(0.01)
assert abs(t_thin - t_formula) < 5e-4
print(f"velocity ratio eta = {eta:.5f}, T from formula = {t_formula:.6f}")
print(f"T of graded well: w = 1.00 nm {t_wide:.6f}, w = 0.01 nm {t_thin:.6f}")
print("R, current inside, T (relative to incident current):")
for name, res in (("BDD", bdd), ("naive", naive), ("half", half)):
    print(f"  {name}: {res[0]:.6f}, {res[1]:.6f}, {res[2]:.6f}")
sum_bdd, sum_naive = step_sum(1 / MW, 1 / MB), step_sum(1.0, 1.0)
assert abs(sum_bdd - 1) < 1e-12 and abs(sum_naive - 1) > 0.1
print(f"single step R + T: BDD {sum_bdd:.6f}, naive {sum_naive:.6f}")


# ---------- superposition of the first and third bound states ----------
def integrate(f, a, b):
    return quad(f, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


FAR = L / 2 + 60.0


class EvenState:
    def __init__(self, energy):
        self.energy = energy
        self.k = np.sqrt(MW * energy / C)
        self.kappa = np.sqrt(MB * (V0 - energy) / C)
        self.amp = 1.0
        norm = 2 * (integrate(lambda z: self.inner(z)**2, 0, L / 2)
                    + integrate(lambda z: self.outer(z)**2, L / 2, FAR))
        self.amp = norm**-0.5
        self.slope_in = -self.amp * self.k * np.sin(self.k * L / 2)
        self.slope_out = -self.kappa * self.outer(L / 2)

    def inner(self, z):
        return self.amp * np.cos(self.k * z)

    def outer(self, z):
        return (self.amp * np.cos(self.k * L / 2)
                * np.exp(-self.kappa * (z - L / 2)))


def superposition(energies):
    a, b = (EvenState(e) for e in energies)
    omega = (b.energy - a.energy) / HBAR
    period = 2 * np.pi / omega

    def mix(fa, fb, t):
        return (fa + fb * np.exp(-1j * omega * t)) / np.sqrt(2)

    def p_in(t):
        return 2 * integrate(
            lambda z: abs(mix(a.inner(z), b.inner(z), t))**2, 0, L / 2)

    def p_out(t):
        return 2 * integrate(
            lambda z: abs(mix(a.outer(z), b.outer(z), t))**2, L / 2, FAR)

    t0, dt = period / 4, period * 1e-3
    wall = np.conj(mix(a.outer(L / 2), b.outer(L / 2), t0))
    j_in = HBAR_M0 * (wall * mix(a.slope_in, b.slope_in, t0)).imag / MW
    j_out = HBAR_M0 * (wall * mix(a.slope_out, b.slope_out, t0)).imag / MB
    rate_in = (p_in(t0 + dt) - p_in(t0 - dt)) / (2 * dt)
    rate_out = (p_out(t0 + dt) - p_out(t0 - dt)) / (2 * dt)
    # central difference: relative error about (omega dt)^2 / 6 = 7e-6
    assert abs(rate_in + 2 * j_in) < 5e-5 * abs(rate_in)
    assert abs(rate_out - 2 * j_out) < 5e-5 * abs(rate_out)
    inside_p = (p_in(0), p_in(period / 2))
    total = (p_in(0) + p_out(0), p_in(period / 2) + p_out(period / 2))
    over_in = 2 * integrate(lambda z: a.inner(z) * b.inner(z), 0, L / 2)
    over_out = 2 * integrate(lambda z: a.outer(z) * b.outer(z), L / 2, FAR)
    return dict(a=a, period=period, j_in=j_in, j_out=j_out, rate_in=rate_in,
                rate_out=rate_out, inside_p=inside_p, total=total,
                over_in=over_in, over_out=over_out)


good = superposition((e_bdd[0], e_bdd[2]))
bad = superposition((e_naive[0], e_naive[2]))
assert abs(good["j_in"] / good["j_out"] - 1) < 1e-8
assert abs(good["over_in"] + good["over_out"]) < 1e-9
assert max(abs(p - 1) for p in good["total"]) < 1e-9
assert abs(bad["j_in"] / bad["j_out"] - MB / MW) < 1e-8
assert abs(bad["over_in"] + bad["over_out"]) > 1e-3
assert abs(MW * bad["over_in"] + MB * bad["over_out"]) < 1e-10
ground = good["a"]
print(f"BDD ground state: k = {ground.k:.5f}, kappa = {ground.kappa:.5f} 1/nm")
print(f"  wall slopes: inside {ground.slope_in:.6f}, "
      f"outside {ground.slope_out:.6f} nm^(-3/2)")
print("states 1 and 3 superposed; currents and rates at a quarter period:")
for name, s in (("BDD", good), ("naive", bad)):
    print(f"  {name}: period {1e3 * s['period']:.4f} fs")
    print(f"    right-wall current: inner side {s['j_in']:.5f}, "
          f"outer side {s['j_out']:.5f} 1/ps")
    print(f"    dP_in/dt {s['rate_in']:.4f}, dP_out/dt "
          f"{s['rate_out']:.4f} 1/ps")
    print(f"    P_in at t = 0: {s['inside_p'][0]:.6f}, "
          f"half period: {s['inside_p'][1]:.6f}")
    print(f"    total P at t = 0: {s['total'][0]:.6f}, "
          f"half period: {s['total'][1]:.6f}")
    print(f"    overlap of states: inside {s['over_in']:.6f}, "
          f"outside {s['over_out']:.6f}")
print("all assertions hold")
```

Output:

```
well width L = 12.0 nm, depth V0 = 0.30 eV
masses: well 0.06 m0, barrier 0.12 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
scattering energy 0.50 eV: k = 0.88736, q = 0.79368 1/nm
graded layer, well to barrier, start psi = 1, psi' = i k:
  w = 1.00 nm: rel. change psi 1.27202, psi'/m 0.60993; slope ratio 1.82332
  w = 0.10 nm: rel. change psi 0.13304, psi'/m 0.06210; slope ratio 1.99811
  w = 0.01 nm: rel. change psi 0.01331, psi'/m 0.00621; slope ratio 1.99998
number of bound states = 3
energies in meV: BDD matching, BDD grid, naive matching, half grid
  state 1: 24.286, 24.286, 31.374, 31.375
  state 2: 98.420, 98.420, 120.700, 120.700
  state 3: 221.172, 221.172, 245.395, 245.394
velocity ratio eta = 2.23607, T from formula = 0.585707
T of graded well: w = 1.00 nm 0.630156, w = 0.01 nm 0.585711
R, current inside, T (relative to incident current):
  BDD: 0.414293, 0.585707, 0.585707
  naive: 0.010931, 1.978137, 0.989069
  half: 0.010931, 0.989069, 0.989069
single step R + T: BDD 1.000000, naive 0.501553
BDD ground state: k = 0.19557, kappa = 0.93188 1/nm
  wall slopes: inside -0.063813, outside -0.127626 nm^(-3/2)
states 1 and 3 superposed; currents and rates at a quarter period:
  BDD: period 21.0054 fs
    right-wall current: inner side 9.15431, outer side 9.15431 1/ps
    dP_in/dt -18.3085, dP_out/dt 18.3085 1/ps
    P_in at t = 0: 0.948660, half period: 0.826244
    total P at t = 0: 1.000000, half period: 1.000000
    overlap of states: inside 0.061208, outside -0.061208
  naive: period 19.3237 fs
    right-wall current: inner side 12.33263, outer side 6.16632 1/ps
    dP_in/dt -24.6651, dP_out/dt 12.3326 1/ps
    P_in at t = 0: 0.972433, half period: 0.820718
    total P at t = 0: 1.037929, half period: 0.962071
    overlap of states: inside 0.075857, outside -0.037929
all assertions hold
```
